**Slowest evanescent decay in a simple-cubic one-band barrier**

Below the band, the decay rate $\kappa$ obeys $\cosh\kappa a=1+[U+4|t_p|-2t_p(\cos k_xa+\cos k_ya)]/(2|t_z|)$. Here $a$ is the lattice spacing, $U$ the depth below the band minimum, and $-t_z$ and $-t_p$ are the hopping matrix elements between and within planes. The program asserts that decay rates from real-space slab Green functions agree with this law on an 8 by 8 wavevector grid, for both signs of each hopping. It also asserts that the leading transmitted pattern is uniform for $t_p>0$ and a checkerboard for $t_p<0$, including under a tilted potential, and that the patterns exchange above the band. The output gives the same minimum, $\kappa=2.90$ nm$^{-1}$, at the centre or corner according to the sign, and 4.55 nm$^{-1}$ at the opposite point. Further assertions cover the band-edge mass, the two-band decay law, the layer sum under bias and the midplane image energy. For the example, the printed gains in the decay factor are 7.7 from the valence band, about 18 from a 1 V drop and at least 1.5 from the image force, each taken separately.

## Verification by program

```python
# Result under test: for a simple-cubic one-band barrier at energy E below the band,
#   cosh(kappa*a) = (-E - 2*t_p*(cos kx a + cos ky a)) / (2*|t_z|),
# so the slowest decay is at the surface-zone centre for t_p > 0 and at its
# corner for t_p < 0, with the same minimum rate.
# Symbols: a lattice spacing; -t_z, -t_p hopping matrix elements between planes and
# within a plane; site energy zero; kappa amplitude decay rate; U depth of E below
# the band minimum; d barrier thickness. Energies in eV, lengths in nm.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

a = 0.5
t_z = 0.6
t_p = 0.4
U = 1.5
cells = 6
d = cells * a
gap = 6.0              # rough insulator gap
drop = 1.0             # potential-energy drop across the layer
eps_optical = 4.0      # rough high-frequency relative permittivity
breakdown = 5.0        # rough breakdown field, MV/cm
temperature = 400.0

hb2_2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e18      # eV nm^2
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9        # eV nm
kT = const.k * temperature / const.e
band_edge = 2 * t_z + 4 * t_p
E = -band_edge - U


def decay(kxa, kya, in_plane, energy=E):
    """Decay per cell, kappa*a, from the derived law."""
    s = np.cos(kxa) + np.cos(kya)
    return np.arccosh((-energy - 2 * in_plane * s) / (2 * t_z))


# ---- real-space slab, periodic in the plane and open along z ----
side = 8
uniform = np.ones(side * side) / side
ix, iy = np.meshgrid(np.arange(side), np.arange(side), indexing="ij")
checker = ((-1.0) ** (ix + iy)).ravel() / side


def slab_green(layers, in_plane, normal, energy, tilt=0.0):
    """Green-function block joining the first and last planes."""
    one = np.eye(side)
    ring = np.roll(one, 1, axis=0) + np.roll(one, -1, axis=0)
    plane = -in_plane * (np.kron(ring, one) + np.kron(one, ring))
    chain = np.eye(layers, k=1) + np.eye(layers, k=-1)
    potential = -tilt * (np.arange(layers) + 0.5) / layers
    along_z = np.diag(potential) - normal * chain
    n = side * side
    h = np.kron(np.eye(layers), plane) + np.kron(along_z, np.eye(n))
    g = np.linalg.inv(energy * np.eye(layers * n) - h)
    return g[:n, -n:]


def leading_weight(block, pattern):
    """Weight of a plane pattern in the most strongly transmitted vector."""
    u = np.linalg.svd(block)[0][:, 0]
    return abs(u @ pattern) ** 2


grid = 2 * np.pi * np.arange(side) / side
gx, gy = np.meshgrid(grid, grid)
slab_minimum = {}
for sign_p in (1, -1):
    expected = uniform if sign_p > 0 else checker
    for sign_z in (1, -1):
        g7 = slab_green(7, sign_p * t_p, sign_z * t_z, E)
        g8 = slab_green(8, sign_p * t_p, sign_z * t_z, E)
        s7 = np.linalg.svd(g7, compute_uv=False)
        s8 = np.linalg.svd(g8, compute_uv=False)
        rates = np.log(s7 / s8)
        law = np.sort(decay(gx, gy, sign_p * t_p).ravel())
        assert np.allclose(np.sort(rates), law, atol=1e-6)
        assert leading_weight(g8, expected) > 1 - 1e-8
        # One more plane flips the sign only when the real part of kz is pi/a.
        step = (expected @ g8 @ expected) / (expected @ g7 @ expected)
        assert np.sign(step) == sign_z
        if sign_z == 1:
            slab_minimum[sign_p] = rates.min()
    # A potential depending on z alone leaves the location unchanged.
    tilted = slab_green(cells, sign_p * t_p, t_z, E, drop)
    assert leading_weight(tilted, expected) > 1 - 1e-8
    # Above the band the two locations are exchanged.
    above = slab_green(cells, sign_p * t_p, t_z, -E)
    exchanged = checker if sign_p > 0 else uniform
    assert leading_weight(above, exchanged) > 1 - 1e-8
assert abs(slab_minimum[1] - slab_minimum[-1]) < 1e-7

# ---- slowest and fastest decay, and masses ----
theta_slow = np.arccosh(1 + U / (2 * t_z))
theta_fast = np.arccosh(1 + (U + 8 * t_p) / (2 * t_z))
assert abs(theta_slow - slab_minimum[-1]) < 1e-7
assert abs(theta_fast - decay(0, 0, -t_p)) < 1e-12
edge_mass = hb2_2m / (t_z * a**2)
tunnel_mass = hb2_2m * (theta_slow / a) ** 2 / U
sites = 400
ring = np.roll(np.eye(sites), 1, axis=0)
levels = np.linalg.eigvalsh(-t_z * (ring + ring.T))
ring_mass = hb2_2m * (2 * np.pi / (sites * a)) ** 2 / (levels[1] - levels[0])
assert abs(ring_mass / edge_mass - 1) < 1e-4
small_U = 1e-4
small_theta = np.arccosh(1 + small_U / (2 * t_z))
assert abs(hb2_2m * (small_theta / a) ** 2 / small_U / edge_mass - 1) < 1e-4


def end_green(onsite, hops, energy):
    """End-to-end Green function of an open chain."""
    h = np.diag(onsite) + np.diag(hops, 1) + np.diag(hops, -1)
    return np.linalg.inv(energy * np.eye(len(onsite)) - h)[0, -1]


# ---- neglected valence band: alternating chain with the same edge mass ----
half_gap = gap / 2
v = np.sqrt(gap * t_z)
ka = 0.01
off = 2 * v * np.sin(ka / 2)
upper = np.linalg.eigvalsh([[half_gap, off], [off, -half_gap]])[1]
assert abs((upper - half_gap) / (t_z * ka**2) - 1) < 1e-3


def two_band_green(n):
    onsite = half_gap * (-1.0) ** np.arange(2 * n + 1)
    hops = v * (-1.0) ** np.arange(2 * n)
    return end_green(onsite, hops, half_gap - U)


theta_two = 2 * np.arcsinh(np.sqrt(U / t_z * (1 - U / gap)) / 2)
two_numeric = np.log(abs(two_band_green(9) / two_band_green(10)))
assert abs(theta_two - two_numeric) < 1e-7
gain_valence = np.exp(2 * cells * (theta_slow - theta_two))

# ---- neglected bias: layer sum against the full Green function ----
lowering = drop * (np.arange(cells) + 0.5) / cells
theta_layers = np.arccosh(1 + (U - lowering) / (2 * t_z))
gain_sum = np.exp(2 * (cells * theta_slow - theta_layers.sum()))
hops = -t_z * np.ones(cells - 1)
flat_g = end_green(np.zeros(cells), hops, -2 * t_z - U)
tilt_g = end_green(-lowering, hops, -2 * t_z - U)
gain_green = (tilt_g / flat_g) ** 2
# The layer sum omits slowly varying prefactors, hence 10 percent in the exponent.
assert abs(np.log(gain_sum) / np.log(gain_green) - 1) < 0.10
field = drop / d * 10                                         # MV/cm

# ---- neglected image force, midplane between two metal plates ----
image = coulomb * np.log(2) / (eps_optical * d)
mode_integral = quad(lambda x: 1 - np.tanh(x / 2), 0, 40)[0] / 2
assert abs(image - coulomb * mode_integral / (eps_optical * d)) < 1e-8
position = np.linspace(0.1, 0.9, 9)                           # fraction of d


def image_at(f):
    """Image lowering at fraction f of the thickness, from in-plane modes."""
    def integrand(x):
        reflected = 2 * np.sinh(x * f) * np.sinh(x * (1 - f)) / np.sinh(x)
        return 1 - reflected
    return coulomb / (2 * eps_optical * d) * quad(integrand, 1e-9, 150)[0]


profile = np.array([image_at(f) for f in position])
assert abs(profile[4] - image) < 1e-6 and profile.argmin() == 4
theta_image = np.arccosh(1 + (U - image) / (2 * t_z))
gain_image = np.exp(2 * cells * (theta_slow - theta_image))

# ---- temperature and electrode states ----
theta_hot = np.arccosh(1 + (U - kT) / (2 * t_z))
gain_hot = np.exp(2 * cells * (theta_slow - theta_hot))
over_barrier = np.exp(-U / kT)
slow_factor = np.exp(-2 * cells * theta_slow)
fast_factor = np.exp(-2 * cells * theta_fast)
assert over_barrier < slow_factor
corner_k = np.sqrt(2) * np.pi / a
corner_energy = hb2_2m * corner_k**2

print(f"lattice spacing a = {a:.2f} nm")
print(f"hopping between planes t_z = {t_z:.2f} eV")
print(f"in-plane hopping size |t_p| = {t_p:.2f} eV")
print(f"depth below band minimum U = {U:.2f} eV")
print(f"cells = {cells}, thickness d = {d:.2f} nm")
print(f"full band width = {2 * band_edge:.2f} eV")
print(f"energy from site energy E = {E:.2f} eV")
for label, value in (("t_p > 0", t_p), ("t_p < 0", -t_p)):
    for name, x, y in (("centre", 0, 0), ("edge midpoint", np.pi, 0),
                       ("corner", np.pi, np.pi)):
        theta = decay(x, y, value)
        print(f"{label}, {name}: cosh(kappa a) = {np.cosh(theta):.4f}, "
              f"kappa a = {theta:.4f}, kappa = {theta / a:.3f} 1/nm")
print(f"slab minimum kappa a, t_p > 0: {slab_minimum[1]:.4f}")
print(f"slab minimum kappa a, t_p < 0: {slab_minimum[-1]:.4f}")
print(f"exp(-2 kappa d), slowest point = {slow_factor:.2e}")
print(f"exp(-2 kappa d), opposite point = {fast_factor:.2e}")
print(f"opposite/slowest factor ratio = {fast_factor / slow_factor:.2e}")
print(f"band-edge mass along z = {edge_mass:.3f} m_e")
print(f"tunnelling mass at U = {tunnel_mass:.3f} m_e")
print(f"rough gap for valence-band estimate = {gap:.1f} eV")
print(f"two-band kappa a = {theta_two:.4f}")
print(f"two-band kappa = {theta_two / a:.3f} 1/nm")
print(f"valence-band gain in decay factor = {gain_valence:.1f}")
print(f"potential-energy drop = {drop:.2f} eV, field = {field:.2f} MV/cm")
print(f"rough breakdown field = {breakdown:.1f} MV/cm")
print(f"field / breakdown field = {field / breakdown:.2f}")
print(f"bias gain, layer sum = {gain_sum:.1f}")
print(f"bias gain, squared Green function = {gain_green:.1f}")
print(f"rough optical permittivity = {eps_optical:.1f}")
print(f"midplane image lowering = {image:.3f} eV")
print(f"image-force gain, lower bound = {gain_image:.2f}")
print(f"temperature = {temperature:.0f} K, kT = {kT:.4f} eV")
print(f"gain for carrier kT higher = {gain_hot:.2f}")
print(f"Boltzmann factor over barrier = {over_barrier:.1e}")
print(f"corner wavevector |Q| = {corner_k:.2f} 1/nm")
print(f"free-electron energy at Q = {corner_energy:.2f} eV")
print("checks complete")
```

It prints:

```
lattice spacing a = 0.50 nm
hopping between planes t_z = 0.60 eV
in-plane hopping size |t_p| = 0.40 eV
depth below band minimum U = 1.50 eV
cells = 6, thickness d = 3.00 nm
full band width = 5.60 eV
energy from site energy E = -4.30 eV
t_p > 0, centre: cosh(kappa a) = 2.2500, kappa a = 1.4506, kappa = 2.901 1/nm
t_p > 0, edge midpoint: cosh(kappa a) = 3.5833, kappa a = 1.9494, kappa = 3.899 1/nm
t_p > 0, corner: cosh(kappa a) = 4.9167, kappa a = 2.2753, kappa = 4.551 1/nm
t_p < 0, centre: cosh(kappa a) = 4.9167, kappa a = 2.2753, kappa = 4.551 1/nm
t_p < 0, edge midpoint: cosh(kappa a) = 3.5833, kappa a = 1.9494, kappa = 3.899 1/nm
t_p < 0, corner: cosh(kappa a) = 2.2500, kappa a = 1.4506, kappa = 2.901 1/nm
slab minimum kappa a, t_p > 0: 1.4506
slab minimum kappa a, t_p < 0: 1.4506
exp(-2 kappa d), slowest point = 2.76e-08
exp(-2 kappa d), opposite point = 1.39e-12
opposite/slowest factor ratio = 5.04e-05
band-edge mass along z = 0.254 m_e
tunnelling mass at U = 0.214 m_e
rough gap for valence-band estimate = 6.0 eV
two-band kappa a = 1.2801
two-band kappa = 2.560 1/nm
valence-band gain in decay factor = 7.7
potential-energy drop = 1.00 eV, field = 3.33 MV/cm
rough breakdown field = 5.0 MV/cm
field / breakdown field = 0.67
bias gain, layer sum = 20.2
bias gain, squared Green function = 18.1
rough optical permittivity = 4.0
midplane image lowering = 0.083 eV
image-force gain, lower bound = 1.52
temperature = 400 K, kT = 0.0345 eV
gain for carrier kT higher = 1.19
Boltzmann factor over barrier = 1.3e-19
corner wavevector |Q| = 8.89 1/nm
free-electron energy at Q = 3.01 eV
checks complete
```
